Fourier Transform of a Solid-Harmonic Gaussian: Exponent, Phase and Limits, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The theorem and its proof

### What is lost without it

A Gaussian orbital is defined in position space, but its expansion in plane waves and its momentum density are both read from its Fourier transform. A closed form replaces the numerical integration of an oscillating function at each wave vector, and it shows directly how far out in k the function extends and which angular pattern it has there.

A closed form that is only half known gives wrong results. Suppose the Gaussian shape in k is known but the phase that goes with the angular momentum l is dropped. A single primitive is then wrong by a constant of modulus one, which its momentum density does not show. An orbital that mixes s and d primitives, however, acquires the wrong relative sign between its two parts, and one that mixes s and p acquires a wrong relative factor of i. The function in momentum space is then the transform of a different orbital. Suppose instead that the rule "same prefactor, new exponent" is applied to the Cartesian function x² e^(−ar²). The rule predicts zero at k = 0, while the true value there is proportional to the integral of a non-negative function and is positive. The theorem below fixes the exponent, the phase and the constant, and its converse says which homogeneous polynomial prefactors obey the rule.

### Conventions and assumptions

Atomic units are used: lengths in bohr, wave vectors in bohr⁻¹, energies in hartree, and ħ = 1, so that momentum and wave vector coincide. The Fourier transform is

F[f](k) = (2π)^(−3/2) ∫ e^(−ik·r) f(r) d³r   (1)

with r = (x, y, z) and k real. The exponent a is a complex number with Re a > 0, so that every integral below converges absolutely. Powers of a are principal values, a^s = exp(s Log a) with arg a between −π/2 and π/2. For vectors with complex components the dot product is bilinear, t·c = t₁c₁ + t₂c₂ + t₃c₃, with no complex conjugation, and t² means t·t.

The Legendre polynomial is defined by the Rodrigues formula,

P_l(u) = [1/(2^l l!)] (d/du)^l (u² − 1)^l,

and D_lm(u) = (d/du)^m P_l(u) is its m-th derivative. The spherical harmonics, with the Condon–Shortley phase, are for 0 ≤ m ≤ l

Y_lm(θ, φ) = (−1)^m A_lm sin^m θ D_lm(cos θ) e^(imφ),   Y_l,−m = (−1)^m Y_lm*,   (2)

where A_lm > 0 is fixed by ∫ |Y_lm|² dΩ = 1. The theorem is linear in Y_lm, so the value of A_lm does not enter its proof. The solid harmonic is S_lm(r) = r^l Y_lm(r̂). A polynomial P is homogeneous of degree l if P(sr) = s^l P(r), and harmonic if ∇²P = 0.

### Theorem 1

For Re a > 0, every integer l ≥ 0 and every m with |m| ≤ l,

F[r^l Y_lm(r̂) e^(−ar²)](k) = (−i)^l (2a)^(−(l+3/2)) k^l Y_lm(k̂) e^(−bk²),   b = 1/(4a).   (3)

The same holds with S_lm replaced on both sides by any homogeneous harmonic polynomial of degree l, in particular by a real solid harmonic.

The new exponent is again admissible, since Re b = Re a/(4|a|²) > 0. At k = 0 the direction k̂ is undefined, and k^l Y_lm(k̂) is to be read as the polynomial S_lm(k) of Lemma 1. Besides the phase, (3) contains the factor (2a)^(−(l+3/2)), which carries the dimension: the left side has dimension length^(l+3), and the right side has length^(2l+3) from this factor times length^(−l) from k^l.

### Lemma 1. S_lm is a homogeneous harmonic polynomial of degree l

Proof, polynomial form. Take m ≥ 0 and put w = x + iy = r sin θ e^(iφ) and u = cos θ = z/r. The polynomial (u² − 1)^l is even and of degree 2l. Each derivative lowers the degree by one and reverses the parity, so D_lm, which is proportional to its (l+m)-th derivative, has degree l − m and parity (−1)^(l+m) = (−1)^(l−m). Hence D_lm(u) = Σ_j h_j u^j, where j runs over the values 0 ≤ j ≤ l − m for which p = l − m − j is even. Since r^m sin^m θ e^(imφ) = w^m, definition (2) gives

S_lm = (−1)^m A_lm w^m r^(l−m) D_lm(z/r) = (−1)^m A_lm w^m Σ_j h_j z^j r^p.   (4)

Because p is even and non-negative, r^p = (x² + y² + z²)^(p/2) is a polynomial, and each term has degree m + j + p = l.

Proof, recursion for h_j. Let v = (u² − 1)^l. Differentiating once gives v′ = 2lu (u² − 1)^(l−1), that is (u² − 1) v′ = 2lu v. Differentiate this N + 1 times, N = l + m, by the Leibniz rule. The factor u² − 1 has the derivatives 2u and 2, which come with the binomial coefficients N + 1 and (N + 1)N/2, and the factor u has the derivative 1:

(u² − 1) v^(N+2) + 2(N+1) u v^(N+1) + (N+1)N v^(N) = 2lu v^(N+1) + 2l(N+1) v^(N).

Now v^(N) is proportional to D = D_lm. Collecting terms, with N + 1 − l = m + 1 and (N+1)(N − 2l) = −(l+m+1)(l−m), and changing the overall sign,

(1 − u²) D″ − 2(m+1) u D′ + (l−m)(l+m+1) D = 0.

The coefficient of u^j in this equation is (j+2)(j+1) h_(j+2) + [(l−m)(l+m+1) − j(j−1) − 2(m+1)j] h_j. The bracket equals (l−m)(l+m+1) − (2m+1)j − j², and so does the product (l−m−j)(l+m+1+j), because its cross terms are j(l−m) − j(l+m+1) = −(2m+1)j. Therefore

(j+2)(j+1) h_(j+2) + (l−m−j)(l+m+j+1) h_j = 0.   (5)

Proof, Laplacian. For two functions, ∇²(fg) = f∇²g + 2∇f·∇g + g∇²f. The ingredients are ∇r^p = p r^(p−2) r and ∇²r^p = p(p+1) r^(p−2), the latter from ∇·(p r^(p−2) r) = p(p−2) r^(p−2) + 3p r^(p−2). For H_j = z^j r^p the cross term is 2 · j z^(j−1) · p z r^(p−2), so

∇²H_j = j(j−1) z^(j−2) r^p + p(p + 1 + 2j) z^j r^(p−2).

For w^m, ∇w^m = m w^(m−1) (1, i, 0) and ∇²w^m = m(m−1) w^(m−2) (1 + i²) = 0. The cross term with H_j is 2m w^(m−1) (∂_x + i∂_y) H_j = 2m w^(m−1) · p (x + iy) z^j r^(p−2) = 2mp w^m z^j r^(p−2). Adding,

∇²(w^m H_j) = w^m [ j(j−1) z^(j−2) r^p + p(p + 1 + 2j + 2m) z^j r^(p−2) ].

With p = l − m − j the second coefficient is (l−m−j)(l+m+j+1). In the sum over j with weights h_j, the monomial z^j r^(l−m−j−2) receives this coefficient times h_j from the term j, and (j+2)(j+1) h_(j+2) from the first part of the term j + 2. The total is the left side of (5) and vanishes. At the ends nothing is left over: j(j−1) = 0 for the lowest term j = 0 or 1, and p = 0 for the highest. So ∇²S_lm = 0 for m ≥ 0. For negative m, S_l,−m = (−1)^m S_lm* is the polynomial with conjugated coefficients, and it is harmonic because ∇² has real coefficients. ∎

Homogeneity and harmonicity are identities between the coefficients of a polynomial. They therefore stay true when complex numbers are substituted for x, y, z, which the proof of the theorem will do.

### Lemma 2. The Gaussian integral with a complex linear term

For Re a > 0 and any complex w,

J(a, w) = ∫ e^(−ax² + wx) dx = √π a^(−1/2) e^(w²/4a),   (6)

the integral running over the real line.

Proof. For w in a bounded set and Re a ≥ α > 0, the integrand times x^n is bounded by |x|^n e^(−αx² + W|x|), with W a bound on |w|, and this is integrable. J may therefore be differentiated under the integral with respect to w and to a, any number of times, and boundary terms at infinity vanish.

Dependence on w. The integral of the total derivative (d/dx) e^(−ax²+wx) = (−2ax + w) e^(−ax²+wx) is zero, and ∫ x e^(−ax²+wx) dx = ∂J/∂w. Hence ∂J/∂w = wJ/(2a). The function J e^(−w²/4a) then has the derivative [∂J/∂w − wJ/(2a)] e^(−w²/4a) = 0 everywhere in the w plane, so J(a, w) = J(a, 0) e^(w²/4a).

Dependence on a. Write J₀(a) = J(a, 0). The integral of (d/dx)[x e^(−ax²)] = (1 − 2ax²) e^(−ax²) is zero, so ∫ x² e^(−ax²) dx = J₀/(2a), and dJ₀/da = −J₀/(2a). The principal root satisfies d a^(1/2)/da = a^(1/2)/(2a), so a^(1/2) J₀ has zero derivative on the half-plane Re a > 0. The half-plane is connected, and the product is a constant. At a = 1, polar coordinates give J₀² = ∫∫ e^(−x²−y²) dx dy = 2π ∫₀^∞ ρ e^(−ρ²) dρ = π, and J₀ > 0, so the constant is √π. ∎

### Lemma 3. Any polynomial times a Gaussian

For any polynomial P of degree d and Re a > 0,

F[P e^(−ar²)](k) = (2a)^(−3/2) e^(−k²/4a) (GP)(c),   c = −ik/(2a),   (7)

GP = Σ_n (∇²)^n P / [n! (4a)^n] = P + ∇²P/(4a) + (∇²)²P/(32a²) + …

The sum ends at 2n ≤ d, since each Laplacian lowers the degree by two. G is the operator exp(∇²/4a) acting on polynomials.

Proof. Introduce an auxiliary vector t and the generating integral

I(t) = ∫ e^(t·r) e^(−ik·r) e^(−ar²) d³r.

The integrand is a product over the three axes, each of the form (6) with w_j = t_j − ik_j. So I = π^(3/2) a^(−3/2) exp[(t − ik)²/4a]; the cube of the principal a^(−1/2) is exp(−(3/2) Log a), the principal a^(−3/2). Expanding the square, (t − ik)² = t² − 2i t·k − k², and −2i t·k/(4a) = t·c with c = −ik/(2a). Thus

I(t) = π^(3/2) a^(−3/2) e^(−k²/4a) e^(t·c) e^(t²/4a).   (8)

Let P(∂_t) be the differential operator obtained from P by replacing x, y, z with ∂/∂t₁, ∂/∂t₂, ∂/∂t₃. Apply it to both sides and set t = 0.

Left side. Each ∂/∂t_j brings down the coordinate r_j, so P(∂_t) e^(t·r) = P(r) e^(t·r). Differentiation under the integral is allowed by the bound used in Lemma 2. At t = 0 the left side is ∫ P(r) e^(−ik·r) e^(−ar²) d³r = (2π)^(3/2) F[P e^(−ar²)](k).

Right side. Treat c for the moment as an independent vector variable and expand e^(t²/4a) = Σ_n (t²)^n/[n!(4a)^n]. The part of the series with 2n > d vanishes at t = 0 to an order higher than d, so it gives nothing under an operator of order at most d evaluated at t = 0, and a finite sum remains. Differentiating with respect to c brings down t, so ∇_c² e^(t·c) = t² e^(t·c) and (t²)^n e^(t·c) = (∇_c²)^n e^(t·c). Derivatives in t and in c commute, hence

P(∂_t) [(t²)^n e^(t·c)] = (∇_c²)^n P(∂_t) e^(t·c) = (∇_c²)^n [P(c) e^(t·c)],

and at t = 0 this is ((∇²)^n P)(c). Summing over n gives (GP)(c).

The constants combine as π^(3/2) a^(−3/2)/(2π)^(3/2) = (2a)^(−3/2). ∎

The meaning of G follows from (8) for real a and with c taken real. By (6) on each axis, the integral of e^(−as² + t·s) over s is π^(3/2) a^(−3/2) e^(t²/4a), so e^(t·c) e^(t²/4a) is the average of e^(t·(c+s)) over s with the normalized weight proportional to e^(−as²). Applying P(∂_t) at t = 0 shows that (GP)(c) is the Gaussian average of P(c + s). In these terms the factor e^(−ik·r) moves the centre of the Gaussian to the imaginary point c, and the transform is the average of the polynomial around that point.

### Proof of Theorem 1

Let P be harmonic and homogeneous of degree l, which S_lm is by Lemma 1. Since ∇²P = 0, every term of GP with n ≥ 1 vanishes and GP = P. By homogeneity with the complex scale factor s = −i/(2a),

P(c) = P(−ik/(2a)) = (−i)^l (2a)^(−l) P(k).

Inserting this in (7) and using (2a)^(−l) (2a)^(−3/2) = (2a)^(−(l+3/2)), which holds for principal values because l is an integer,

F[P e^(−ar²)](k) = (−i)^l (2a)^(−(l+3/2)) P(k) e^(−k²/4a).

With P = S_lm and S_lm(k) = k^l Y_lm(k̂) this is (3). A real solid harmonic is a linear combination of S_lm and S_l,−m, hence harmonic and homogeneous of the same degree. ∎

Each factor has one source. The exponent 1/(4a) and the constant (2a)^(−3/2) come from the pure Gaussian. The phase and the constant (2a)^(−l) come from evaluating l coordinate factors at c = −ik/(2a). Harmonicity removes the lower-degree terms that the Gaussian average would otherwise add.

### Remark 1. The phase seen at small k

Expanding e^(−ik·r) in (1), the term of degree n in k is (−i)^n (2π)^(−3/2) ∫ (k·r)^n f d³r / n!, whose coefficients are the moments of f of order n. The right side of (3) begins at degree l. All moments of order below l therefore vanish, and the first surviving term is the one with n = l, which carries (−i)^l. For P = z the statement can be read directly. The term n = 0 vanishes by parity, and the term n = 1 is −ik_z (2π)^(−3/2) ∫ z² e^(−ar²) d³r = −ik_z (2π)^(−3/2) π^(3/2) a^(−3/2)/(2a) = −ik_z (2a)^(−5/2), where ∫ x² e^(−ax²) dx = J₀/(2a) from Lemma 2 was used. This is (3) with l = 1 at leading order in k.

Symmetry alone fixes part of the phase. For real a and a real harmonic, f is real, so conjugating (1) gives F(−k) = F(k)*. The substitution r → −r in (1) and f(−r) = (−1)^l f(r) give F(−k) = (−1)^l F(k). Together these make F real for even l and imaginary for odd l. They leave the sign open, and (3) supplies it: the phases for l = 0, 1, 2, 3 are 1, −i, −1, i, repeating with period four.

### Theorem 2 (converse)

Let P ≠ 0 be a homogeneous polynomial of degree l. If F[P e^(−ar²)](k) = λ P(k) e^(−βk²) for all real k with some constants λ and β, then β = 1/(4a) and ∇²P = 0.

Proof. By Lemma 3 the transform is W(k) e^(−bk²) with the polynomial W(k) = (2a)^(−3/2) (GP)(−ik/2a). The n-th term of GP is homogeneous of degree l − 2n, and the term n = 0 gives the top part W_l = (−i)^l (2a)^(−(l+3/2)) P, which is not zero. Hence λ ≠ 0. Choose a unit vector n̂ with P(n̂) ≠ 0 and set k = s n̂. The assumption reads R(s) = e^(δs²), where δ = b − β and R(s) = W(s n̂)/[λ P(s n̂)] is a ratio of two polynomials of degree l in s. The logarithmic derivative of the right side is 2δs. That of the left side is a difference of two terms of the type q′(s)/q(s) with q a non-zero polynomial, and each tends to zero as s → ∞. So δ = 0 and W = λP. The right side is homogeneous of degree l, so the part of W of degree l − 2 must vanish identically. That part is a non-zero constant times (∇²P)(k). ∎

Among homogeneous polynomial prefactors, the harmonic ones and no others keep their form.

### Remark 2. Prefactors that fail

Take P = r². Then ∇²P = 6, GP = r² + 6/(4a), and c² = −k²/(4a²), so

F[r² e^(−ar²)] = (2a)^(−3/2) [3/(2a) − k²/(4a²)] e^(−bk²).   (9)

For real a the bracket vanishes at k² = 6a. A function with no node at r > 0 has a transform with a spherical node at k = √(6a).

Take P = x². Then ∇²P = 2, GP = x² + 2/(4a), and

F[x² e^(−ar²)] = (2a)^(−3/2) [1/(2a) − k_x²/(4a²)] e^(−bk²),   (10)

which equals (2a)^(−5/2) at k = 0. The split x² = (x² − r²/3) + r²/3 locates the failure. The first part is harmonic, since 2 − 6/3 = 0, and transforms by Theorem 1 with l = 2 into −(2a)^(−7/2) (k_x² − k²/3) e^(−bk²). The second is one third of (9), namely (2a)^(−3/2) [1/(2a) − k²/(12a²)] e^(−bk²). With (2a)^(−7/2) = (2a)^(−3/2)/(4a²), the terms +k²/(12a²) and −k²/(12a²) cancel and the sum is (10). A Cartesian d shell consists of x², y², z², xy, xz, yz. The last three are harmonic, as are x² − y² and 2z² − x² − y². The sixth independent combination is r², an s-type function, and it is the one that breaks the rule.

For a solid harmonic with an extra factor r², the product rule gives ∇²(r² S) = 6S + 4 r·∇S + r²∇²S. Euler's relation r·∇S = lS follows from differentiating S(sr) = s^l S(r) at s = 1. So ∇²(r² S) = (4l + 6) S, the next Laplacian vanishes, and

F[r² S_lm e^(−ar²)] = (−i)^l (2a)^(−(l+3/2)) S_lm(k) [(2l+3)/(2a) − k²/(4a²)] e^(−bk²).   (11)

The angular dependence survives and the radial factor does not. Equation (9) is the case l = 0.

## Part II. Normalization, consequences, limits and a worked example

### What is taken from Part I

F is the transform (2π)^(−3/2) ∫ e^(−ik·r) f(r) d³r in atomic units. S_lm(r) = r^l Y_lm(r̂) is a harmonic polynomial, homogeneous of degree l, with ∫ |Y_lm|² dΩ = 1 and r·∇S_lm = l S_lm. For Re a > 0 and b = 1/(4a), Theorem 1 states

F[S_lm e^(−ar²)](k) = (−i)^l (2a)^(−(l+3/2)) S_lm(k) e^(−bk²).

For a general polynomial the transform is (2a)^(−3/2) e^(−bk²) (GP)(−ik/2a) with G = exp(∇²/4a), which gave a node at k = √(6a) for the prefactor r² and the value (2a)^(−5/2) at k = 0 for the prefactor x². The abbreviation ν = l + 3/2 is used from here on, and a is real and positive unless the contrary is said.

This part has proved that a homogeneous harmonic polynomial times a Gaussian keeps its form under the Fourier transform, with the exponent, phase and constant fixed, and that no other homogeneous polynomial prefactor does so. What remains is the normalization, the consequences for widths, kinetic energy and plane-wave cutoffs, the limits of the result, and a worked example.
